# Inverse participation ratio of the eigenstates of a two-site model

## The question

An electron can occupy two orthonormal orbitals, $|1\rangle$ and $|2\rangle$, on neighbouring sites. Their energies are $e_0+D/2$ and $e_0-D/2$, so $D$ is the site-energy difference. The matrix element that joins them is $\langle 1|H|2\rangle=-t$, where $t$ is called the hopping. Both $D$ and $t$ are real, and they are not both zero. Spin and the interaction between electrons are left out.

A normalized state $a|1\rangle+b|2\rangle$ has weights $|a|^2$ and $|b|^2$ on the two sites, with $|a|^2+|b|^2=1$. Its inverse participation ratio is

$$P=|a|^4+|b|^4 .$$

A state confined to one site has $P=1$. A state shared equally has $P=2\times(1/2)^2=1/2$. The reciprocal $1/P$, the participation number, therefore runs from one site to two.

Each part below is followed by its model answer.

## Part (a): energies

**Find the two energy levels and their splitting $R$.**

The constant $e_0$ adds a multiple of the identity to $H$. This moves both levels equally and leaves the eigenvectors unchanged, so energies are measured from $e_0$. In the site basis,

$$H=\begin{pmatrix} D/2 & -t\\ -t & -D/2\end{pmatrix}.$$

The two rows of $H(a,b)^T=E(a,b)^T$ are

$$\frac D2\,a-t\,b=E\,a,\qquad -t\,a-\frac D2\,b=E\,b .$$

A non-zero solution requires the determinant of $H-E$ to vanish:

$$\left(\frac D2-E\right)\left(-\frac D2-E\right)-t^2=E^2-\frac{D^2}{4}-t^2=0 .$$

Hence

$$E_\pm=\pm\frac R2,\qquad R=\sqrt{D^2+4t^2}.$$

The splitting is $E_+-E_-=R$. It is positive because $D$ and $t$ are not both zero, so the levels are distinct and neither $E_+$ nor $E_-$ is zero.

## Part (b): the inverse participation ratio

**Show that both eigenstates have**

$$P=1-\frac{2t^2}{D^2+4t^2}.$$

**State what changes if the hopping is complex.**

The matrix is real and symmetric with distinct eigenvalues, so each eigenvector can be chosen real. An overall phase would not alter $P$. Multiply the first row equation by $a$ and the second by $b$:

$$\frac D2a^2-t\,ab=E\,a^2,\qquad -t\,ab-\frac D2b^2=E\,b^2 .$$

Subtract the second from the first. The terms in $t\,ab$ cancel, leaving

$$\frac D2\,(a^2+b^2)=E\,(a^2-b^2).$$

The bracket on the left is 1 by normalization. Write $z=a^2-b^2$ for the difference of the weights. Since $E\neq0$, division is allowed:

$$z=\frac{D}{2E}=\pm\frac DR ,$$

with the upper sign for the upper level. For $D>0$ the upper state has more weight on site 1, the site of higher energy, and the lower state has more weight on site 2.

Adding and subtracting $a^2+b^2=1$ and $a^2-b^2=z$ gives

$$a^2=\frac{1+z}{2},\qquad b^2=\frac{1-z}{2}.$$

The squares of these weights add to

$$P=\frac{(1+z)^2+(1-z)^2}{4}=\frac{2+2z^2}{4}=\frac{1+z^2}{2}.$$

The two states differ in the sign of $z$, and $P$ contains $z^2$. They therefore have the same $P$. Inserting $z^2=D^2/R^2$ and then $D^2=R^2-4t^2$,

$$P=\frac12+\frac{D^2}{2R^2}=\frac12+\frac{R^2-4t^2}{2R^2}=1-\frac{2t^2}{R^2}=1-\frac{2t^2}{D^2+4t^2}.$$

This is the required result. Physically, the two eigenstates exchange their site weights: whatever share the upper state has on site 1, the lower state has on site 2. Exchanging two weights does not change the sum of their squares.

If the matrix element is $-|t|e^{i\phi}$, define a new orbital $|2'\rangle=e^{-i\phi}|2\rangle$. Then $\langle1|H|2'\rangle=-|t|$, while the weight on the second site is unchanged. The result holds with $t^2$ replaced by $|t|^2$.

## Part (c): limits

**Examine weak hopping and nearly equal site energies. Find where $P=3/4$, and explain what happens when $D=t=0$.**

For $|t|\ll|D|$, expand the denominator:

$$P=1-\frac{2t^2}{D^2}\,\frac{1}{1+4t^2/D^2}=1-\frac{2t^2}{D^2}+\frac{8t^4}{D^4}-\cdots$$

The leading correction has a simple reading. In first-order perturbation theory a state based on one site acquires an amplitude of magnitude $|t/D|$ on the other. Its weight there is $w\approx t^2/D^2$, and $P=(1-w)^2+w^2\approx1-2w$. A large energy difference keeps each state mainly on one site.

For $|D|\ll|t|$, the form $P=1/2+D^2/(2R^2)$ is more convenient. To leading order $R^2\approx4t^2$, so

$$P\approx\frac12+\frac{D^2}{8t^2}.$$

At $D=0$ both states are shared equally, however small the non-zero hopping is. A weak hopping reduces the splitting $2|t|$, but not the sharing.

The value $P=3/4$ lies halfway between the two limits. It requires

$$\frac{2t^2}{D^2+4t^2}=\frac14,\qquad D^2+4t^2=8t^2,\qquad |D|=2|t| .$$

This marks a smooth change from sharing to confinement, not a transition.

If $D=t=0$, then $H=e_0$ times the identity and every vector is an eigenvector. Since

$$P=(|a|^2+|b|^2)^2-2|a|^2|b|^2=1-2|a|^2|b|^2,$$

and the product of two weights that add to 1 lies between 0 and $1/4$, $P$ may take any value from $1/2$ to 1. The formula becomes $0/0$ there. Its limit depends on the ratio $D/t$ held while both parameters tend to zero, so no single value can be assigned.

## Part (d): motion of an electron placed on one site

**The electron starts on site 1 at time $\tau=0$, and the pair is isolated. Find the probability of finding it there later, and its average over one period.**

Let $w_\pm$ be the weights of the upper and lower eigenstates on site 1. From part (b),

$$w_\pm=\frac12\left(1\pm\frac DR\right).$$

Expanding $|1\rangle$ in eigenstates, each of which acquires its own phase, gives the return amplitude

$$A(\tau)=w_+e^{-iR\tau/2\hbar}+w_-e^{+iR\tau/2\hbar}.$$

Its squared magnitude is

$$|A(\tau)|^2=w_+^2+w_-^2+2w_+w_-\cos\frac{R\tau}{\hbar}.$$

The cosine averages to zero over the period $2\pi\hbar/R=h/R$. Therefore

$$\overline{|A|^2}=w_+^2+w_-^2=\frac12\left(1+\frac{D^2}{R^2}\right)=P .$$

For a start on site 2, $w_+$ and $w_-$ exchange places and the average is the same. In this model $P$ is thus the average probability that the electron is found where it started. The smallest return probability occurs when the cosine is $-1$:

$$(w_+-w_-)^2=\frac{D^2}{R^2}.$$

The electron leaves its starting site completely at some moment if $D=0$ and $t\ne0$. Otherwise part of the probability remains behind.

The averaging assumes that the phase between the two eigenstates survives for a full period. Coupling to vibrations or to other electrons can destroy that phase and change the motion.

## Part (e): numbers

**Take $t=0.50$ eV and $D=0.75$ eV. Find the levels, amplitudes, $P$ and the period. How much does $P$ change if $D$ shifts by 0.10 eV at fixed $t$? Use $h=4.136$ eV fs.**

The splitting is

$$R=\sqrt{0.75^2+4(0.50)^2}\ \text{eV}=\sqrt{1.5625}\ \text{eV}=1.25\ \text{eV},$$

so the levels lie at $\pm0.625$ eV from the mean site energy. The first row equation gives the amplitude ratio

$$\frac ba=\frac{D/2-E}{t}.$$

For the upper state this is $(0.375-0.625)/0.50=-0.5$. For the lower state it is $(0.375+0.625)/0.50=2$. Normalization then gives $(a,b)=(0.894,-0.447)$ for the upper state and $(0.447,0.894)$ for the lower. With $t>0$, the lower state has amplitudes of equal sign.

The weights on sites 1 and 2 are 0.80 and 0.20 in the upper state, and 0.20 and 0.80 in the lower. In either case

$$P=0.80^2+0.20^2=0.64+0.04=0.68 .$$

The general formula gives the same number:

$$P=1-\frac{2(0.50)^2}{1.5625}=1-0.32=0.68 .$$

The participation number is $1/0.68=1.47$ sites. The period is $4.136/1.25=3.31$ fs. Over that time the return probability falls from 1 to $(0.75/1.25)^2=0.36$ and rises again, with average 0.68.

With $t$ held at 0.50 eV, lowering $D$ to 0.65 eV gives $P=0.649$, and raising it to 0.85 eV gives $P=0.710$. The changes are about 0.03 in each direction. They agree with the slope

$$\frac{\partial P}{\partial D}=\frac{4t^2D}{R^4}\approx0.31\ \text{eV}^{-1}.$$

Over a wider range at the same $t$, the formula gives:

| $D$ (eV) | $P$ |
|---:|---:|
| 0 | 0.50 |
| 0.5 | 0.60 |
| 1.0 | 0.75 |
| 2.0 | 0.90 |
| 4.0 | 0.97 |

The value at 1.0 eV is the midpoint $D=2t$ found in part (c).

## Part (f): orbitals that overlap

**Suppose that $\langle1|2\rangle=s$, with $s$ real and $|s|<1$. With energies measured from $e_0$, the matrix elements of $H$ are still $\pm D/2$ and $-t$. Find $P$ in the symmetrically orthogonalized basis, and evaluate it for $s=0.20$.**

Weights $|a|^2$ and $|b|^2$ no longer add to 1 in general when the orbitals overlap, so $P$ is evaluated here in an orthonormal basis, where they do. Let

$$X=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The overlap matrix is $S=1+sX$, and the Hamiltonian matrix is $(D/2)Z-tX$. Symmetric orthogonalization replaces the latter by $H'=S^{-1/2}HS^{-1/2}$.

Since $X$ has eigenvalues $\pm1$, $S^{-1/2}$ has the form $\alpha+\beta X$ with eigenvalues $\alpha\pm\beta=(1\pm s)^{-1/2}$. Their product is $\alpha^2-\beta^2=(1-s^2)^{-1/2}$. Using $XZ=-ZX$ and $X^2=1$,

$$(\alpha+\beta X)Z(\alpha+\beta X)=Z(\alpha-\beta X)(\alpha+\beta X)=\frac{Z}{\sqrt{1-s^2}} .$$

The hopping term commutes with $S^{-1/2}$, so it is multiplied by $S^{-1}=(1-sX)/(1-s^2)$:

$$-tX\,\frac{1-sX}{1-s^2}=-\frac{t}{1-s^2}X+\frac{ts}{1-s^2}.$$

The last term shifts both levels equally. The remaining matrix has the original form, with

$$D'=\frac{D}{\sqrt{1-s^2}},\qquad t'=\frac{t}{1-s^2}.$$

Part (b) now applies to $D'$ and $t'$. Multiplying numerator and denominator by $(1-s^2)^2$,

$$P'=1-\frac{2t'^2}{D'^2+4t'^2}=1-\frac{2t^2}{D^2(1-s^2)+4t^2}.$$

For $s=0.20$, $D'=0.765$ eV and $t'=0.521$ eV, giving $P'=0.675$. The change from 0.680 is small because, in this basis, $s$ enters through its square. Other orthonormal bases give other values: keeping orbital 1 as it is and orthogonalizing orbital 2 to it gives 0.588, and the reverse choice gives 0.775. All these values assume fixed matrix elements measured from $e_0$. If overlap also changes $D$ or $t$, that change must be added.

## Part (g): from a pair to an amorphous oxide

**Metal $s$ orbitals contribute most to the bottom of the conduction band of amorphous indium gallium zinc oxide. Compare the parameters with this material. Then use the following data to decide whether the pair can locate a mobility edge.**

Periodic face-centred cubic networks were given twelve neighbours per site, hopping $-t$ to each, and site energies chosen independently as $+D/2$ or $-D/2$ with equal probability. The values of $t$ and $D$ were those of part (e). Numerical diagonalization gave the lowest eigenstate, with $P$ now the sum of squared weights over all $N$ sites. Averages over four random arrangements were $P=0.00476$ for $N=216$ and $P=0.00105$ for $N=1000$; with so few arrangements the last digit of each is uncertain by about one unit.

First consider the hopping. In an ordered face-centred cubic network with equal site energies and neighbour distance $d$, the band energy is $E(\mathbf k)=-t\sum_{\mathbf r}\cos(\mathbf k\cdot\mathbf r)$, summed over the twelve neighbours. At small $k$, cubic symmetry gives $\sum(\mathbf k\cdot\mathbf r)^2=12d^2k^2/3=4d^2k^2$, so

$$E\approx-12t+2td^2k^2,\qquad m^*=\frac{\hbar^2}{4td^2}.$$

With a rough metal spacing $d=0.33$ nm and $t=0.50$ eV, this is 0.35 electron masses. The electron mass in the material is roughly 0.3 electron masses, so the hopping has a reasonable scale. It is an effective hopping, since the oxygen atoms between the metals are not treated separately. The chosen $D$ is an assumed round value, not one fitted to the material. In a rough density-functional estimate for free atoms, the valence $s$ levels of In and Ga lie within about half an electronvolt of each other, while that of Zn lies about 3 eV higher; the oxide environment changes these differences. A real film has a distribution of site energies and distances, and the network result depends on $D$: at $N=1000$, $NP$ rises from about 1.04 at $D=0.75$ eV to about 1.6 at $D=3$ eV.

A mobility edge is an energy that separates localized from extended states in a large disordered solid. To distinguish them, one follows $P$ as the system grows. A state spread uniformly over $N$ sites has $P=N(1/N)^2=1/N$. A localized state keeps a non-zero $P$ as $N$ increases beyond its own extent.

Here $NP$ is 1.03 for the smaller network and 1.05 for the larger. Both are close to the value 1 of a uniform state. The lowest state therefore spreads over nearly the whole network at both sizes, although an isolated pair with the same $D$ and $t$ has $P=0.68$. The pair has no size to vary and cannot locate a mobility edge.

The network data have limits too. Two sizes cannot exclude a localized state whose extent exceeds the larger network, and the small rise of $NP$ is the start of a systematic trend. Write the amplitudes as $(1+\delta_i)/\sqrt N$, so that $NP\approx1+4\langle\delta^2\rangle$. First-order perturbation theory gives $\langle\delta^2\rangle=(D/2)^2N^{-1}\sum_{\mathbf k\ne0}[E(\mathbf k)-E(0)]^{-2}$. Since $E(\mathbf k)-E(0)\propto k^2$ at small $k$, this grows in proportion to the linear size $L=N^{1/3}$; here $NP-1\approx0.004L$, and $NP$ reaches about 1.14 at $N=32^3$ and about 1.3 at $N=64^3$. In an infinite network, arbitrarily large regions containing only low-energy sites occur by chance, and the lowest states are localized in such regions. The spread found at $N\le1000$ is a property of these sizes, not of the limit. Only the lowest state was followed, whereas locating a mobility edge requires states over a range of energies. The model also omits variations in hopping, defects and the band-tail states of real films, any of which may favour localization.

For this example, isolation from other neighbours is the most serious assumption of those compared: adding them moves $P$ from 0.68 to about 0.001 at $N=1000$. In the symmetrically orthogonalized basis the assumed overlap moves it by 0.005, and the assumed shift of $D$ moves the original value by about 0.03. The value 0.001 is set mainly by the network size, since $P\approx1/N$ for a spread state. What matters is that it lies below $1/2$, the smallest value possible for a state confined to two sites. At 300 K, $kT=0.0259$ eV and $R/kT=48$, so an isolated pair in thermal equilibrium is almost entirely in its lower state. Even a thermal mixture would leave the mean $P$ of the occupied eigenstates at 0.68, because both have the same value. This argument keeps $D$ and $t$ fixed; vibrations can change them.

All numerical values are calculated from the stated model.
